**Depolarisation field of a short-circuited hafnia/silica stack**

For a frozen polarisation P pointing from hafnia to silica, the hafnia field is E_F = −(P + σ) / [ε0(ε_F + ε_I t_F/t_I)]. Here t_F, t_I are the thicknesses and ε_F, ε_I the relative permittivities of hafnia and silica, and σ is the free charge per area at their interface. The program asserts that this formula agrees with a finite-volume solution of Poisson's equation, with and without interface charge, and that a numerical minimisation of the electrostatic energy gives the same displacement. It also asserts the limits of thin and thick silica, the form written with the total polarisation, and the stronger field caused by an extra series layer. For P = 0.2 C/m², 10 nm of hafnia with permittivity 30 and 1 nm of silica with an assumed permittivity of 3.9, the output shows −3.27 MV/cm in the hafnia and 32.7 MV/cm in the silica. Both exceed the rough switching and breakdown scales used as inputs, and compensating about 70 per cent of P brings both fields down to those scales. The model leaves out domains, leakage and the internal energy of the ferroelectric.

## Check in Python

```python
"""Depolarisation field of a ferroelectric/dielectric stack.

Result under test, for short-circuited ideal electrodes:
    E_F = -(P + sigma) / (eps0 * (eps_F + eps_I * t_F / t_I))
P      frozen zero-field polarisation, pointing from hafnia to silica (C/m^2)
sigma  free sheet charge at the hafnia/silica interface (C/m^2)
eps_F, eps_I  relative permittivities of hafnia and silica
t_F, t_I      thicknesses of hafnia and silica (m)
Fields are positive along P. The independent check solves Poisson's
equation on a grid with both ends of the stack held at zero potential.
"""
import numpy as np
from scipy.constants import epsilon_0 as eps0
from scipy.optimize import minimize_scalar

NM = 1e-9
MV_PER_CM = 1e8  # in V/m


def poisson_fields(layers, sheet_charge=0.0, cells=40):
    """Mean field in each layer (V/m) from a finite-volume solution.

    layers: list of (thickness in m, relative permittivity, polarisation).
    sheet_charge sits at the boundary between the first two layers.
    """
    step = np.concatenate([np.full(cells, t / cells / NM) for t, _, _ in layers])
    perm = np.concatenate([np.full(cells, e) for _, e, _ in layers])
    pol = np.concatenate([np.full(cells, p / eps0) for _, _, p in layers])
    n = len(step)
    matrix = np.zeros((n + 1, n + 1))
    rhs = np.zeros(n + 1)
    matrix[0, 0] = matrix[n, n] = 1.0
    for i in range(1, n):
        left = perm[i - 1] / step[i - 1]
        right = perm[i] / step[i]
        # outgoing minus incoming displacement equals the free charge
        matrix[i, i - 1] = -left
        matrix[i, i] = left + right
        matrix[i, i + 1] = -right
        rhs[i] = pol[i - 1] - pol[i]
    rhs[cells] += sheet_charge / eps0
    potential = np.linalg.solve(matrix, rhs)
    field = -np.diff(potential) / step
    return [field[k * cells:(k + 1) * cells].mean() for k in range(len(layers))]


def hafnia_field(P, t_F, eps_F, t_I, eps_I, sigma=0.0):
    return -(P + sigma) / (eps0 * (eps_F + eps_I * t_F / t_I))


def close(a, b, rel=1e-8):
    return abs(a - b) <= rel * abs(b)


# Inputs
P, t_F, eps_F = 0.2, 10 * NM, 30.0
t_I, eps_I = 1 * NM, 3.9

# Main result against the grid solution
E_F = hafnia_field(P, t_F, eps_F, t_I, eps_I)
E_I = -E_F * t_F / t_I
grid_F, grid_I = poisson_fields([(t_F, eps_F, P), (t_I, eps_I, 0.0)])
assert close(grid_F, E_F) and close(grid_I, E_I)
assert round(abs(grid_F) / MV_PER_CM, 1) == 3.3

# Main result against minimisation of the field energy per area
D = eps0 * eps_I * E_I


def energy(d):
    return (t_F * (d - P) ** 2 / (2 * eps0 * eps_F)
            + t_I * d ** 2 / (2 * eps0 * eps_I))


best = minimize_scalar(energy, bracket=(0.0, P))
# a minimum is located only to about the square root of machine precision
assert close(best.x, D, 1e-6)
assert close(best.fun, 0.5 * P * abs(E_F) * t_F)

# Limits of very thin and very thick silica
thin = poisson_fields([(t_F, eps_F, P), (1e-4 * NM, eps_I, 0.0)])[0]
thick = poisson_fields([(t_F, eps_F, P), (1e5 * NM, eps_I, 0.0)])[0]
E_open = -P / (eps0 * eps_F)
assert abs(thin) < 1e-3 * abs(E_F)
assert close(thick, E_open, 1e-4)  # silica is thick but finite

# Total polarisation acting in vacuum must give the same hafnia field
P_total = P + eps0 * (eps_F - 1) * E_F
same_F = poisson_fields([(t_F, 1.0, P_total), (t_I, eps_I, 0.0)])[0]
assert close(same_F, E_F)
# Other reading: the given polarisation already includes linear response
E_other = -P / (eps0 * (1 + eps_I * t_F / t_I))
other_grid = poisson_fields([(t_F, 1.0, P), (t_I, eps_I, 0.0)])[0]
assert close(other_grid, E_other) and abs(other_grid) > abs(grid_F)

# Imperfect screening represented by one extra series layer
t_X, eps_X = 0.5 * NM, 10.0
E_extra = -P / (eps0 * (eps_F + t_F / (t_I / eps_I + t_X / eps_X)))
extra_grid = poisson_fields(
    [(t_F, eps_F, P), (t_I, eps_I, 0.0), (t_X, eps_X, 0.0)])[0]
assert close(extra_grid, E_extra) and abs(extra_grid) > abs(grid_F)

# Interface charge that lowers the fields to rough benchmark values
switch_scale, breakdown_scale = 1 * MV_PER_CM, 10 * MV_PER_CM
assert abs(grid_F) > switch_scale and grid_I > breakdown_scale
sigma = -P * (1 - switch_scale / abs(E_F))
comp_F, comp_I = poisson_fields(
    [(t_F, eps_F, P), (t_I, eps_I, 0.0)], sheet_charge=sigma)
assert close(comp_F, -switch_scale) and close(comp_I, breakdown_scale)

print(f"Frozen polarisation P: {P:.3f} C/m^2")
print(f"Hafnia thickness: {t_F / NM:.1f} nm")
print(f"Hafnia relative permittivity: {eps_F:.1f}")
print(f"Silica thickness: {t_I / NM:.1f} nm")
print(f"Silica relative permittivity (assumed): {eps_I:.1f}")
print(f"Vacuum permittivity: {eps0:.6e} F/m")
print(f"Ratio eps_I t_F/t_I: {eps_I * t_F / t_I:.1f}")
print(f"Sum eps_F + eps_I t_F/t_I: {eps_F + eps_I * t_F / t_I:.1f}")
print(f"Hafnia field, formula: {E_F:.4e} V/m")
print(f"Hafnia field, Poisson grid: {grid_F:.4e} V/m")
print(f"Hafnia field, converted: {E_F / MV_PER_CM:.3f} MV/cm")
print(f"Silica field, formula: {E_I:.4e} V/m")
print(f"Silica field, Poisson grid: {grid_I:.4e} V/m")
print(f"Silica field, converted: {E_I / MV_PER_CM:.2f} MV/cm")
print(f"Field times thickness, hafnia: {E_F * t_F:.3f} V")
print(f"Field times thickness, silica: {E_I * t_I:.3f} V")
print(f"Common displacement D: {D:.5f} C/m^2")
print(f"D from energy minimum: {best.x:.5f} C/m^2")
print(f"Energy per area at minimum: {best.fun:.4f} J/m^2")
print(f"Total hafnia polarisation: {P_total:.5f} C/m^2")
print(f"Hafnia field if P were total: {E_other:.4e} V/m")
print(f"Open-circuit limit of hafnia field: {E_open:.4e} V/m")
print(f"Extra layer thickness: {t_X / NM:.1f} nm")
print(f"Extra layer relative permittivity: {eps_X:.1f}")
print(f"Hafnia field with extra layer: {E_extra:.4e} V/m")
print(f"Rough switching benchmark: {switch_scale:.1e} V/m")
print(f"Rough silica breakdown benchmark: {breakdown_scale:.1e} V/m")
print(f"Interface charge to reach benchmarks: {sigma:.4f} C/m^2")
print(f"Compensated fraction of P: {-sigma / P:.3f}")
print(f"Compensated hafnia field, grid: {comp_F:.4e} V/m")
print(f"Compensated silica field, grid: {comp_I:.4e} V/m")
print("all good")
```

It prints:

```
Frozen polarisation P: 0.200 C/m^2
Hafnia thickness: 10.0 nm
Hafnia relative permittivity: 30.0
Silica thickness: 1.0 nm
Silica relative permittivity (assumed): 3.9
Vacuum permittivity: 8.854188e-12 F/m
Ratio eps_I t_F/t_I: 39.0
Sum eps_F + eps_I t_F/t_I: 69.0
Hafnia field, formula: -3.2736e+08 V/m
Hafnia field, Poisson grid: -3.2736e+08 V/m
Hafnia field, converted: -3.274 MV/cm
Silica field, formula: 3.2736e+09 V/m
Silica field, Poisson grid: 3.2736e+09 V/m
Silica field, converted: 32.74 MV/cm
Field times thickness, hafnia: -3.274 V
Field times thickness, silica: 3.274 V
Common displacement D: 0.11304 C/m^2
D from energy minimum: 0.11304 C/m^2
Energy per area at minimum: 0.3274 J/m^2
Total hafnia polarisation: 0.11594 C/m^2
Hafnia field if P were total: -5.6470e+08 V/m
Open-circuit limit of hafnia field: -7.5294e+08 V/m
Extra layer thickness: 0.5 nm
Extra layer relative permittivity: 10.0
Hafnia field with extra layer: -3.6063e+08 V/m
Rough switching benchmark: 1.0e+08 V/m
Rough silica breakdown benchmark: 1.0e+09 V/m
Interface charge to reach benchmarks: -0.1389 C/m^2
Compensated fraction of P: 0.695
Compensated hafnia field, grid: -1.0000e+08 V/m
Compensated silica field, grid: 1.0000e+09 V/m
all good
```
